# From Waveguide Loss in dB/cm to Intrinsic Ring Quality Factor: a program that tests the result

```python
# Result under test: a ring made of waveguide with power loss A (dB/cm) has
#   Q_i = 2 pi n_g / (lambda alpha),   alpha = A ln(10)/10,
# where n_g is the group index, lambda the vacuum wavelength in cm, and alpha
# the power attenuation coefficient in 1/cm. Coupling to a bus is excluded.
# Model guide: effective index n_eff at lambda, linear in frequency nearby.
# x denotes relative detuning (omega - omega0)/omega0. Lengths are in cm.
import numpy as np
from scipy.constants import c as c_si
from scipy.optimize import brentq

c = 100.0 * c_si
loss_db = 1.0
wavelength = 1550e-7
n_g = 4.2
n_eff = 2.4
order = 97
omega0 = 2 * np.pi * c / wavelength


def alpha_from_db(db_per_cm):
    return db_per_cm * np.log(10) / 10


def q_formula(db_per_cm, group_index):
    return 2 * np.pi * group_index / (wavelength * alpha_from_db(db_per_cm))


def index(x, group_index=n_g):
    return n_eff + (group_index - n_eff) * x


def beta(x, group_index=n_g):
    return omega0 * (1 + x) / c * index(x, group_index)


def field_factor(db_per_cm, length):
    # Directly from the definition of the decibel, without alpha.
    return 10 ** (-db_per_cm * length / 20)


def q_complex_root(db_per_cm, group_index, mode_order):
    # Free mode: the field reproduces itself after one round trip.
    length = mode_order * wavelength / n_eff
    g = field_factor(db_per_cm, length)

    def mismatch(x):
        return g * np.exp(1j * beta(x, group_index) * length) - 1

    x, h = 0j, 1e-7
    for _ in range(30):
        slope = (mismatch(x + h) - mismatch(x - h)) / (2 * h)
        x = x - mismatch(x) / slope
    assert abs(mismatch(x)) < 1e-9
    assert x.imag < 0
    return (1 + x.real) / (-2 * x.imag)


alpha = alpha_from_db(loss_db)
q_i = q_formula(loss_db, n_g)
tau = n_g / (alpha * c)

# Decibel conversion: multiply the transmissions of many thin slices.
slices = 10**6
power_left = np.prod(np.full(slices, 1 - alpha / slices))
slice_db = -10 * np.log10(power_left)
assert abs(slice_db - loss_db) < 1e-6

# Group index from its wavelength definition.
step = 1e-4 * wavelength
n_plus = index(wavelength / (wavelength + step) - 1)
n_minus = index(wavelength / (wavelength - step) - 1)
n_g_numeric = n_eff - wavelength * (n_plus - n_minus) / (2 * step)
assert abs(n_g_numeric - n_g) < 1e-6

# Pulse through 1 cm of dispersive lossy guide: delay and remaining energy.
sigma = 20e-12
distance = 1.0
detuning = np.linspace(-6 / sigma, 6 / sigma, 401)
time = np.linspace(-150e-12, 350e-12, 1001)
spectrum = np.exp(-(detuning * sigma) ** 2 / 2)
kernel = np.exp(-1j * np.outer(time, detuning))
phase = (beta(detuning / omega0) - beta(0.0)) * distance
power_in = abs(kernel @ spectrum) ** 2
field_out = kernel @ (spectrum * np.exp(1j * phase))
power_out = abs(field_out * field_factor(loss_db, distance)) ** 2
delay = (np.sum(time * power_out) / np.sum(power_out)
         - np.sum(time * power_in) / np.sum(power_in))
energy_ratio = np.sum(power_out) / np.sum(power_in)
q_pulse = omega0 * delay / (-np.log(energy_ratio))
assert abs(delay * c / (n_g * distance) - 1) < 1e-5
assert abs(q_pulse / q_i - 1) < 1e-5

# Complex resonance frequency, for several rings, losses and group indices.
q_root = q_complex_root(loss_db, n_g, order)
assert abs(q_root / q_i - 1) < 1e-6
for trial_order in (97, 970, 9700):
    for trial_db in (0.3, 1.0, 3.0):
        for trial_ng in (2.0, 4.2):
            found = q_complex_root(trial_db, trial_ng, trial_order)
            assert abs(found / q_formula(trial_db, trial_ng) - 1) < 1e-5

# Half-power width of the circulating power, with negligible coupling.
ring = order * wavelength / n_eff
g_ring = field_factor(loss_db, ring)


def circulating(x):
    return 1 / abs(1 - g_ring * np.exp(1j * beta(x) * ring)) ** 2


def full_width(function):
    right = brentq(function, 0, 1e-3, xtol=1e-16)
    left = brentq(function, -1e-3, 0, xtol=1e-16)
    return right - left


peak = circulating(0.0)
width = full_width(lambda x: circulating(x) / peak - 0.5)
q_width = 1 / width
assert abs(q_width / q_i - 1) < 1e-5


# Critical coupling to one bus: bus field transmission equals g_ring.
def bus_power(x):
    turn = g_ring * np.exp(1j * beta(x) * ring)
    return abs((g_ring - turn) / (1 - g_ring * turn)) ** 2


assert bus_power(0.0) < 1e-12
q_loaded = 1 / full_width(lambda x: bus_power(x) - 0.5)
assert abs(q_loaded / (q_i / 2) - 1) < 1e-4

# The quoted target, to its two significant figures.
assert round(q_i, -4) == 740000

frequency = c / wavelength
print(f"Propagation loss: {loss_db:.1f} dB/cm")
print(f"Vacuum wavelength: {wavelength * 1e7:.0f} nm")
print(f"Wavelength in cm: {wavelength:.3e} cm")
print(f"Group index: {n_g:.1f} (dimensionless)")
print(f"Speed of light: {c:.5e} cm/s")
print(f"ln(10)/10: {np.log(10) / 10:.6f} (dimensionless)")
print(f"Power attenuation coefficient alpha: {alpha:.6f} 1/cm")
print(f"Power left after 1 cm: {100 * np.exp(-alpha):.2f} percent")
print(f"Decay length 1/alpha: {1 / alpha:.4f} cm")
print(f"Group velocity: {c / n_g:.4e} cm/s")
print(f"Optical frequency: {frequency / 1e12:.3f} THz")
print(f"Angular frequency: {omega0:.5e} rad/s")
print(f"Photon lifetime: {tau * 1e12:.1f} ps")
print(f"Energy advance per period: {wavelength / n_g * 1e7:.1f} nm")
print(f"Fraction lost per period: {alpha * wavelength / n_g:.4e}")
print(f"Numerator 2 pi n_g: {2 * np.pi * n_g:.4f} (dimensionless)")
print(f"Denominator lambda alpha: {wavelength * alpha:.5e}")
print(f"Intrinsic Q, formula: {q_i:.0f} (dimensionless)")
print(f"Intrinsic Q, pulse: {q_pulse:.0f} (dimensionless)")
print(f"Intrinsic Q, complex frequency: {q_root:.0f} (dimensionless)")
print(f"Intrinsic Q, half-power width: {q_width:.0f} (dimensionless)")
print(f"Linewidth in frequency: {frequency * width / 1e6:.1f} MHz")
print(f"Linewidth in wavelength: {wavelength * width * 1e10:.3f} pm")
print(f"Model effective index: {n_eff:.1f} (dimensionless)")
print(f"Model azimuthal order: {order} (dimensionless)")
print(f"Model circumference: {ring * 1e4:.2f} micrometre")
print(f"Pulse delay over 1 cm: {delay * 1e12:.2f} ps")
print(f"Loaded Q at critical coupling: {q_loaded:.0f} (dimensionless)")
print(f"Q_i at 3 dB/cm: {q_formula(3.0, n_g):.0f} (dimensionless)")
print(f"Slip, n_eff for n_g: Q = {q_formula(loss_db, n_eff):.0f}")
print(f"Slip, alpha/2 for alpha: Q = {2 * q_i:.0f}")
slip_db = 2 * np.pi * n_g / (wavelength * loss_db)
print(f"Slip, dB/cm figure used as alpha: Q = {slip_db:.0f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Propagation loss: 1.0 dB/cm
Vacuum wavelength: 1550 nm
Wavelength in cm: 1.550e-04 cm
Group index: 4.2 (dimensionless)
Speed of light: 2.99792e+10 cm/s
ln(10)/10: 0.230259 (dimensionless)
Power attenuation coefficient alpha: 0.230259 1/cm
Power left after 1 cm: 79.43 percent
Decay length 1/alpha: 4.3429 cm
Group velocity: 7.1379e+09 cm/s
Optical frequency: 193.414 THz
Angular frequency: 1.21526e+15 rad/s
Photon lifetime: 608.4 ps
Energy advance per period: 369.0 nm
Fraction lost per period: 8.4976e-06
Numerator 2 pi n_g: 26.3894 (dimensionless)
Denominator lambda alpha: 3.56901e-05
Intrinsic Q, formula: 739404 (dimensionless)
Intrinsic Q, pulse: 739404 (dimensionless)
Intrinsic Q, complex frequency: 739404 (dimensionless)
Intrinsic Q, half-power width: 739404 (dimensionless)
Linewidth in frequency: 261.6 MHz
Linewidth in wavelength: 2.096 pm
Model effective index: 2.4 (dimensionless)
Model azimuthal order: 97 (dimensionless)
Model circumference: 62.65 micrometre
Pulse delay over 1 cm: 140.10 ps
Loaded Q at critical coupling: 369702 (dimensionless)
Q_i at 3 dB/cm: 246468 (dimensionless)
Slip, n_eff for n_g: Q = 422517
Slip, alpha/2 for alpha: Q = 1478808
Slip, dB/cm figure used as alpha: Q = 170254
ALL CHECKS PASSED
```
